# Kinematic factor and shadow cone for helium ions on nickel: a numerical check

```python
"""Elastic ion-atom collision: kinematic factor and shadow-cone radius.

Results under test, for an ion (mass M1, charge Z1, energy E) and a free atom
(mass M2, charge Z2) at rest, with mu = M2/M1 > 1 and k = Z1*Z2*e^2:
  K = [(cos(theta) + sqrt(mu^2 - sin(theta)^2)) / (1 + mu)]^2
      is the energy fraction kept after scattering by the lab angle theta;
  R = 2*sqrt(k*d/E)
      is the Coulomb shadow radius at distance d behind the atom, k/(E*d) << 1;
  R*sqrt(1 + k/(E*d)) is the exact radius for a fixed Coulomb centre.
A screened potential (k/r)*sum c_i exp(-kappa_i r) shows where R fails.
Units: eV, angstrom, atomic mass unit; time follows from these.
"""
import math
import numpy as np
from scipy.constants import physical_constants as pc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import k1 as bessel_k1

bohr = pc["Bohr radius"][0] * 1e10
hartree = pc["Hartree energy in eV"][0]
mass_unit_ev = pc["atomic mass constant energy equivalent in MeV"][0] * 1e6
e2 = hartree * bohr

Z1, Z2 = 2, 28
M1, M2 = 4.0, 58.0
mu = M2 / M1
d = 2.5
k = Z1 * Z2 * e2
energies = (1.0e3, 1.0e6)

# Moliere screening function with the Firsov screening length
a = (9 * math.pi**2 / 128)**(1 / 3) * bohr \
    / (math.sqrt(Z1) + math.sqrt(Z2))**(2 / 3)
moliere = ((0.35, 0.55, 0.10), (0.3 / a, 1.2 / a, 6.0 / a))
single_exponential = ((1.0,), (4.0,))
coulomb = ((1.0,), (0.0,))


def kinematic_factor(mass_ratio, theta):
    root = math.sqrt(mass_ratio**2 - math.sin(theta)**2)
    return ((math.cos(theta) + root) / (1 + mass_ratio))**2


def force_over_r(r, screen):
    total = 0.0
    for c, kappa in zip(*screen):
        total += c * math.exp(-kappa * r) * (1 + kappa * r)
    return k * total / r**3


def potential(r, screen):
    return k / r * sum(c * math.exp(-q * r) for c, q in zip(*screen))


def trajectory(E, b, target_mass, screen, start, path, plane=None):
    """Newton's equations for both particles; optional stop at z = plane."""
    v0 = math.sqrt(2 * E / M1)
    r_start = math.hypot(start, b)
    v_start = math.sqrt(v0**2 - 2 * potential(r_start, screen) / M1)

    def motion(t, s):
        y1, z1, y2, z2, vy1, vz1, vy2, vz2 = s
        dy, dz = y1 - y2, z1 - z2
        f = force_over_r(math.hypot(dy, dz), screen)
        return [vy1, vz1, vy2, vz2, f * dy / M1, f * dz / M1,
                -f * dy / target_mass, -f * dz / target_mass]

    events = None
    if plane is not None:
        def events(t, s):
            return s[1] - plane
        events.terminal = True
    return solve_ivp(motion, (0, path / v0),
                     [b, -start, 0, 0, 0, v_start, 0, 0],
                     method="DOP853", rtol=1e-10, atol=1e-12,
                     max_step=start / 60 / v0, events=events)


def shadow_by_trajectories(E, target_mass, screen, start, b_guess):
    def exit_height(b):
        run = trajectory(E, b, target_mass, screen, start, start + 40, d)
        if len(run.t_events[0]) == 0:
            return 1e3
        return run.y_events[0][0][0]
    best = minimize_scalar(exit_height, bounds=(0.5 * b_guess, 1.8 * b_guess),
                           method="bounded", options={"xatol": 1e-5 * b_guess})
    return best.fun


def screened_deflection(E, b):
    return k / E * sum(c * q * bessel_k1(q * b) for c, q in zip(*moliere))


def relativistic_factor(E, theta):
    """Energy fraction from relativistic energy and momentum conservation."""
    m1, m2 = M1 * mass_unit_ev, M2 * mass_unit_ev
    p_in = math.sqrt(E * (E + 2 * m1))

    def imbalance(T):
        p_out = math.sqrt(T * (T + 2 * m1))
        p2 = p_in**2 + p_out**2 - 2 * p_in * p_out * math.cos(theta)
        return T + p2 / (math.sqrt(p2 + m2**2) + m2) - E
    return brentq(imbalance, 0, E, xtol=1e-10 * E, rtol=1e-13) / E


# Kinematic factor against full trajectories under two force laws
tested_angles, worst_K = [], 0.0
for E, b, screen in ((1e3, 0.05, moliere), (1e3, 0.30, moliere),
                     (1e3, 0.05, single_exponential),
                     (1e3, 0.30, single_exponential), (1e6, 2e-4, moliere)):
    end = trajectory(E, b, M2, screen, 6.0, 30.0).y[:, -1]
    theta = math.atan2(end[4], end[5])
    kept = 0.5 * M1 * (end[4]**2 + end[5]**2) / E
    worst_K = max(worst_K, abs(kept - kinematic_factor(mu, theta)))
    tested_angles.append(math.degrees(theta))
assert worst_K < 1e-6
assert max(tested_angles) - min(tested_angles) > 30

# Relativistic shift is of the order of E / (M1 c^2)
theta_main = math.radians(135)
K_main = kinematic_factor(mu, theta_main)
K_rel = [relativistic_factor(E, theta_main) for E in energies]
for E, value in zip(energies, K_rel):
    assert abs(value - K_main) < 2 * E / (M1 * mass_unit_ev) + 1e-9

# Impulse deflections against quadrature of the transverse force
for E, b in ((1e3, 0.8), (1e6, 0.04)):
    for screen, formula in ((coulomb, k / (E * b)),
                            (moliere, screened_deflection(E, b))):
        integral = quad(lambda u: b * b * force_over_r(
            b * math.sqrt(1 + u * u), screen), 0, np.inf, epsrel=1e-9)[0]
        assert abs(2 * integral / (2 * E) / formula - 1) < 1e-6

# Shadow radii
results = []
for E in energies:
    b_edge = math.sqrt(k * d / E)
    R = 2 * b_edge
    R_exact = R * math.sqrt(1 + k / (E * d))
    R_fixed = shadow_by_trajectories(E, math.inf, coulomb, 1e4, b_edge)
    # finite starting distance limits the agreement to about 1e-4
    assert abs(R_fixed / R_exact - 1) < 2e-4
    low = minimize_scalar(lambda b: b + d * screened_deflection(E, b),
                          bounds=(1e-3, 3.0), method="bounded",
                          options={"xatol": 1e-8})
    b_scr, R_scr = low.x, low.fun
    angle_scr = screened_deflection(E, b_scr)
    R_full = shadow_by_trajectories(E, M2, moliere, 6.0, b_scr)
    # first-order theory: relative error below the edge deflection
    assert abs(R_scr / R_full - 1) < angle_scr
    results.append((E, b_edge, R, R_exact, R_fixed,
                    b_scr, angle_scr, R_scr, R_full))

low_E, high_E = results
assert abs(high_E[4] / high_E[2] - 1) < 5e-4
assert low_E[4] / low_E[2] > 1.1
assert low_E[8] < 0.5 * low_E[2]
assert 0.85 * high_E[2] < high_E[8] < high_E[2]

print(f"e^2 = {e2:.4f} eV angstrom")
print(f"Z1 = {Z1}, Z2 = {Z2}, k = Z1 Z2 e^2 = {k:.2f} eV angstrom")
print(f"M1 = {M1:.0f} u, M2 = {M2:.0f} u, mu = {mu:.2f}")
print(f"distance d = {d:.2f} angstrom")
print(f"Firsov screening length a = {a:.4f} angstrom")
for degrees in (90, 135, 180):
    K = kinematic_factor(mu, math.radians(degrees))
    print(f"K({degrees} deg) = {K:.4f}; scattered energy "
          f"{K * energies[0]:.1f} eV and {K * energies[1]:.0f} eV")
K60 = kinematic_factor(60 / M1, theta_main)
print(f"K(135 deg) for nickel-60 = {K60:.4f}")
print(f"relativistic K(135 deg) at 1 keV = {K_rel[0]:.6f}")
print(f"relativistic K(135 deg) at 1 MeV = {K_rel[1]:.6f}")
print(f"nonrelativistic K(135 deg) = {K_main:.6f}")
print(f"trajectory test angles: {min(tested_angles):.1f} to "
      f"{max(tested_angles):.1f} deg")
print(f"largest deviation of K from trajectories = {worst_K:.1e}")
for (E, b_edge, R, R_exact, R_fixed,
     b_scr, angle_scr, R_scr, R_full) in results:
    print(f"--- E = {E:.0f} eV ---")
    print(f"k/(E d) = {k / (E * d):.3e}")
    print(f"Coulomb edge impact parameter = {b_edge:.4f} angstrom")
    print(f"edge impact parameter / a = {b_edge / a:.3f}")
    print(f"Coulomb edge deflection k/(E b) = {k / (E * b_edge):.4f} rad")
    print(f"Coulomb radius R = {R:.4f} angstrom = {R / bohr:.4f} bohr")
    print(f"exact fixed-centre Coulomb radius = {R_exact:.4f} angstrom")
    print(f"same from Coulomb trajectories = {R_fixed:.4f} angstrom")
    print(f"screened edge impact parameter = {b_scr:.4f} angstrom")
    print(f"screened edge deflection = {angle_scr:.4f} rad")
    print(f"screened radius, impulse formula = {R_scr:.4f} angstrom")
    print(f"screened radius, trajectories = {R_full:.4f} angstrom")
    print(f"screened (trajectories) / Coulomb R = {R_full / R:.3f}")
print("tests ok")
```

Printed output:

```
e^2 = 14.3996 eV angstrom
Z1 = 2, Z2 = 28, k = Z1 Z2 e^2 = 806.38 eV angstrom
M1 = 4 u, M2 = 58 u, mu = 14.50
distance d = 2.50 angstrom
Firsov screening length a = 0.1317 angstrom
K(90 deg) = 0.8710; scattered energy 871.0 eV and 870968 eV
K(135 deg) = 0.7899; scattered energy 789.9 eV and 789878 eV
K(180 deg) = 0.7586; scattered energy 758.6 eV and 758585 eV
K(135 deg) for nickel-60 = 0.7961
relativistic K(135 deg) at 1 keV = 0.789878
relativistic K(135 deg) at 1 MeV = 0.789856
nonrelativistic K(135 deg) = 0.789878
trajectory test angles: 37.0 to 147.5 deg
largest deviation of K from trajectories = 5.6e-09
--- E = 1000 eV ---
k/(E d) = 3.226e-01
Coulomb edge impact parameter = 1.4198 angstrom
edge impact parameter / a = 10.777
Coulomb edge deflection k/(E b) = 0.5679 rad
Coulomb radius R = 2.8397 angstrom = 5.3662 bohr
exact fixed-centre Coulomb radius = 3.2657 angstrom
same from Coulomb trajectories = 3.2657 angstrom
screened edge impact parameter = 0.7743 angstrom
screened edge deflection = 0.1251 rad
screened radius, impulse formula = 1.0871 angstrom
screened radius, trajectories = 1.0693 angstrom
screened (trajectories) / Coulomb R = 0.377
--- E = 1000000 eV ---
k/(E d) = 3.226e-04
Coulomb edge impact parameter = 0.0449 angstrom
edge impact parameter / a = 0.341
Coulomb edge deflection k/(E b) = 0.0180 rad
Coulomb radius R = 0.0898 angstrom = 0.1697 bohr
exact fixed-centre Coulomb radius = 0.0898 angstrom
same from Coulomb trajectories = 0.0898 angstrom
screened edge impact parameter = 0.0450 angstrom
screened edge deflection = 0.0152 rad
screened radius, impulse formula = 0.0831 angstrom
screened radius, trajectories = 0.0830 angstrom
screened (trajectories) / Coulomb R = 0.924
tests ok
```
